# Hydrogen in LDA and LSDA: the fractional-spin error: a numerical check

```python
"""Hydrogen atom in the local (spin-)density approximation, atomic units.

Result under test: one functional E[n_up, n_dn] (Slater exchange plus
Perdew-Wang 1992 correlation) gives about -0.446 hartree for spin occupations
(1/2, 1/2) and about -0.479 hartree for (1, 0). The exact energy is -1/2 for
both, so the difference is the fractional-spin error of the functional.

Symbols: r radius, u = r*R(r) radial orbital with integral of u^2 equal to 1,
f_up and f_dn spin occupations, q = f_up*u_up^2 + f_dn*u_dn^2,
zeta = (n_up - n_dn)/n, rs = (3/(4 pi n))^(1/3), h grid spacing.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from pyscf import dft, gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R_MAX = 30.0
SPACINGS = (0.02, 0.01)

# Perdew-Wang parameters: A, alpha1, beta1, beta2, beta3, beta4
PW_UNPOL = (0.0310907, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294)
PW_POL = (0.01554535, 0.20548, 14.1189, 6.1977, 3.3662, 0.62517)
PW_STIFF = (0.0168869, 0.11125, 10.357, 3.6231, 0.88026, 0.49671)


def pw_g(rs, p):
    a, a1, b1, b2, b3, b4 = p
    s = np.sqrt(rs)
    poly = b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2
    return -2 * a * (1 + a1 * rs) * np.log(1 + 1 / (2 * a * poly))


def xc_per_electron(n_up, n_dn):
    """Exchange and correlation energies per electron."""
    n = n_up + n_dn
    plus, minus = 2 * n_up / n, 2 * n_dn / n
    zeta4 = ((n_up - n_dn) / n)**4
    spin_sum = plus**(4 / 3) + minus**(4 / 3)
    ex = -0.75 * (3 * n / np.pi)**(1 / 3) * spin_sum / 2
    rs = (3 / (4 * np.pi * n))**(1 / 3)
    f = (spin_sum - 2) / (2**(4 / 3) - 2)
    f2_zero = 8 / (9 * (2**(4 / 3) - 2))
    e0, e1 = pw_g(rs, PW_UNPOL), pw_g(rs, PW_POL)
    ec = (e0 - pw_g(rs, PW_STIFF) * f / f2_zero * (1 - zeta4)
          + (e1 - e0) * f * zeta4)
    return ex, ec


def xc_potential(n_up, n_dn, spin):
    """d(n*eps_xc)/d n_spin by a complex-step derivative."""
    n = [n_up, n_dn]
    step = 1e-20 * n[spin]
    n[spin] = n[spin] + 1j * step
    ex, ec = xc_per_electron(n[0], n[1])
    return np.imag((n[0] + n[1]) * (ex + ec)) / step


def lowest_orbital(r, h, v):
    """Lowest eigenvalue and u^2 for -u''/2 + v u = eps u."""
    eps, vec = eigh_tridiagonal(1 / h**2 + v,
                                np.full(len(r) - 1, -0.5 / h**2),
                                select="i", select_range=(0, 0))
    return eps[0], vec[:, 0]**2 / h


def radial_grid(h):
    return h * np.arange(1, int(round(R_MAX / h)))


def hartree_potential(r, h, q):
    inside = h * (np.cumsum(q) - q / 2)
    w = q / r
    outside = h * (np.sum(w) - np.cumsum(w) + w / 2)
    return inside / r + outside


def solve_on_grid(f_up, f_dn, h):
    """Self-consistent T, E_en, E_H, E_x, E_c, eps_up on one grid."""
    r = radial_grid(h)
    occ = (f_up, f_dn)
    u2 = [4 * r**2 * np.exp(-2 * r) for _ in occ]

    def densities(squares):
        return [np.maximum(f * s / (4 * np.pi * r**2), 1e-30) if f > 0
                else np.zeros_like(r) for f, s in zip(occ, squares)]

    for _ in range(200):
        n = densities(u2)
        vh = hartree_potential(r, h, f_up * u2[0] + f_dn * u2[1])
        new, eps, kinetic, change = list(u2), [0.0, 0.0], 0.0, 0.0
        for s in (0, 1):
            if occ[s] == 0:
                continue
            v = -1 / r + vh + xc_potential(n[0], n[1], s)
            eps[s], new[s] = lowest_orbital(r, h, v)
            kinetic += occ[s] * (eps[s] - h * np.sum(v * new[s]))
            change = max(change, np.max(np.abs(new[s] - u2[s])))
        if change < 1e-8:
            break
        u2 = [0.4 * old + 0.6 * out for old, out in zip(u2, new)]
    assert change < 1e-8, "self-consistency not reached"
    q = f_up * new[0] + f_dn * new[1]
    n = densities(new)
    ex, ec = xc_per_electron(n[0], n[1])
    return np.array([kinetic, -h * np.sum(q / r),
                     0.5 * h * np.sum(q * hartree_potential(r, h, q)),
                     h * np.sum(q * ex), h * np.sum(q * ec), eps[0]])


def extrapolate(coarse, fine):
    """Remove the h^2 error, the spacing being halved."""
    return (4 * fine - coarse) / 3


def solve_atom(f_up, f_dn):
    runs = [solve_on_grid(f_up, f_dn, h) for h in SPACINGS]
    return extrapolate(*runs), runs


# --- functional and potentials against libxc
XC = "LDA_X,LDA_C_PW_MOD"
test_up = np.array([0.30, 0.05, 0.004, 0.2])
test_dn = np.array([0.10, 0.05, 0.001, 0.02])
ref_e, ref_v = dft.libxc.eval_xc(XC, (test_up, test_dn), spin=1, deriv=1)[:2]
assert np.allclose(sum(xc_per_electron(test_up, test_dn)), ref_e, atol=2e-6)
for s in (0, 1):
    assert np.allclose(xc_potential(test_up, test_dn, s),
                       ref_v[0][:, s], atol=5e-6)

# --- radial solver on the bare Coulomb problem
bare = []
for h in SPACINGS:
    r = radial_grid(h)
    bare.append(lowest_orbital(r, h, -1 / r)[0])
bare_energy = extrapolate(*bare)
assert abs(bare_energy + 0.5) < 1e-7

# --- self-consistent atoms
lda, lda_runs = solve_atom(0.5, 0.5)
lsda, lsda_runs = solve_atom(1.0, 0.0)
e_lda, e_lsda = lda[:5].sum(), lsda[:5].sum()
fs_error = e_lda - e_lsda
si_error = e_lsda + 0.5
assert abs(e_lda + 0.446) < 5e-4 and abs(e_lsda + 0.479) < 5e-4

polarizations = (1.0, 0.75, 0.5, 0.25, 0.0)
curve = [e_lsda]
for m in polarizations[1:-1]:
    curve.append(solve_atom((1 + m) / 2, (1 - m) / 2)[0][:5].sum())
curve.append(e_lda)
assert np.all(np.diff(curve) > 0)

# --- frozen exact 1s density: where the difference comes from


def frozen_xc(f_up, part):
    def integrand(r):
        n = np.exp(-2 * r) / np.pi
        return (4 * np.pi * r**2 * n
                * xc_per_electron(f_up * n, (1 - f_up) * n)[part])
    return quad(integrand, 0, 40, epsabs=1e-11, limit=200)[0]


fx_half, fc_half = frozen_xc(0.5, 0), frozen_xc(0.5, 1)
fx_one, fc_one = frozen_xc(1.0, 0), frozen_xc(1.0, 1)
closed_x = -0.75 * (3 / np.pi)**(1 / 3) * np.pi**(-1 / 3) * 27 / 64
assert abs(fx_half - closed_x) < 1e-8
assert abs(fx_one / fx_half - 2**(1 / 3)) < 1e-8
r = radial_grid(SPACINGS[1])
q_1s = 4 * r**2 * np.exp(-2 * r)
hartree_1s = 0.5 * SPACINGS[1] * np.sum(
    q_1s * hartree_potential(r, SPACINGS[1], q_1s))
assert abs(hartree_1s - 5 / 16) < 5e-5  # trapezoidal h^2 error
frozen_lda = -0.5 + 5 / 16 + fx_half + fc_half
frozen_lsda = -0.5 + 5 / 16 + fx_one + fc_one
assert frozen_lda > e_lda and frozen_lsda > e_lsda
assert fx_one < fx_half and fc_one > fc_half
assert fx_half - fx_one > fc_one - fc_half

# --- Gaussian-basis calculations: free atom and stretched pair
DISTANCE = 20.0
basis = {"H": [[0, [0.03 * 2.5**k, 1.0]] for k in range(11)]}
atom = gto.M(atom="H 0 0 0", basis=basis, spin=1, unit="Bohr", verbose=0)
uks = dft.UKS(atom)
uks.xc = XC
uks.conv_tol = 1e-10
e_uks = uks.kernel()
assert uks.converged and abs(e_uks - e_lsda) < 5e-5  # finite basis

geometry = f"H 0 0 {-DISTANCE / 2}; H 0 0 {DISTANCE / 2}"
pair_sym = gto.M(atom=geometry, basis=basis, unit="Bohr",
                 symmetry="D2h", verbose=0)
rks = dft.RKS(pair_sym)
rks.xc = XC
rks.irrep_nelec = {"Ag": 2, "B1u": 0}
rks.conv_tol = 1e-10
e_pair_lda = rks.kernel()
# finite basis, quadrature and residual overlap at finite distance
assert rks.converged and abs(e_pair_lda / 2 - e_lda) < 1e-4

# --- exact two-electron singlet of the stretched pair in the same basis
h_atom = atom.intor("int1e_kin") + atom.intor("int1e_nuc")
atom_levels, atom_orbitals = eigh(h_atom, atom.intor("int1e_ovlp"))
pair = gto.M(atom=geometry, basis=basis, unit="Bohr", verbose=0)
s_val, s_vec = eigh(pair.intor("int1e_ovlp"))
x = s_vec / np.sqrt(s_val)
h1 = x.T @ (pair.intor("int1e_kin") + pair.intor("int1e_nuc")) @ x
g = pair.intor("int2e", aosym="s1")
for _ in range(4):  # transform each index in turn
    g = np.tensordot(g, x, axes=(0, 0))
m = len(h1)
one = np.eye(m)
ham = (np.kron(h1, one) + np.kron(one, h1)
       + g.transpose(0, 2, 1, 3).reshape(m * m, m * m))
swap = np.eye(m * m).reshape(m, m, m, m).transpose(1, 0, 2, 3)
swap = swap.reshape(m * m, m * m)
# the penalty lifts functions antisymmetric in space (triplets)
level, vector = eigh(ham + 5 * (np.eye(m * m) - swap),
                     subset_by_index=[0, 0])
e_singlet = level[0] + 1 / DISTANCE
c = vector[:, 0].reshape(m, m)
assert np.allclose(c, c.T, atol=1e-7)
assert abs(e_singlet - 2 * atom_levels[0]) < 2e-5
offsets = np.array([[0.5, 0, 0], [1.0, 0, 0], [2.0, 0, 0]])
site = np.array([0, 0, -DISTANCE / 2])
ao_pair = pair.eval_gto("GTOval_sph", offsets + site) @ x
up_pair = np.sum((ao_pair @ c)**2, axis=1)
n_atom = (atom.eval_gto("GTOval_sph", offsets) @ atom_orbitals[:, 0])**2
spin_share = up_pair / n_atom
assert np.allclose(spin_share, 0.5, atol=1e-3)

# --- output
print("Perdew-Wang parameters A, alpha1, beta1..beta4 (atomic units):")
print("  unpolarized   ", *PW_UNPOL)
print("  polarized     ", *PW_POL)
print("  spin stiffness", *PW_STIFF)
print(f"Grid spacings {SPACINGS[0]}, {SPACINGS[1]} bohr; "
      f"outer radius {R_MAX} bohr")
print(f"Bare Coulomb check energy: {bare_energy:.6f} hartree")
print("Self-consistent energies (hartree): unpolarized LDA, LSDA")
for i, name in enumerate(("kinetic", "electron-nucleus", "Hartree",
                          "exchange", "correlation", "orbital eigenvalue")):
    print(f"  {name:20s} {lda[i]:9.5f} {lsda[i]:9.5f}")
for i, h in enumerate(SPACINGS):
    print(f"  total at h={h:<10} {lda_runs[i][:5].sum():9.5f} "
          f"{lsda_runs[i][:5].sum():9.5f}")
print(f"  total, extrapolated  {e_lda:9.5f} {e_lsda:9.5f}")
print(f"  E_H + E_x + E_c      {lda[2:5].sum():9.5f} "
      f"{lsda[2:5].sum():9.5f}")
print(f"Totals in eV: {e_lda * HARTREE_EV:.3f}, {e_lsda * HARTREE_EV:.3f}")
print(f"Fractional-spin error: {fs_error:.5f} hartree "
      f"= {fs_error * HARTREE_EV:.3f} eV")
print(f"Self-interaction error of LSDA atom: {si_error:.5f} hartree")
print(f"Total error of unpolarized LDA: {e_lda + 0.5:.5f} hartree")
print("Spin polarization (f_up - f_dn) and energy (hartree):")
for p, e in zip(polarizations, curve):
    print(f"  {p:4.2f} {e:9.5f}")
print("Frozen exact 1s density (hartree): half-and-half, polarized")
print(f"  exchange    {fx_half:9.5f} {fx_one:9.5f}")
print(f"  correlation {fc_half:9.5f} {fc_one:9.5f}")
print(f"  total       {frozen_lda:9.5f} {frozen_lsda:9.5f}")
print(f"  exchange lowering by polarization: {fx_half - fx_one:.5f}")
print(f"  correlation rise by polarization:  {fc_one - fc_half:.5f}")
print(f"  net difference of totals: {frozen_lda - frozen_lsda:.5f}")
print(f"  Hartree energy: {hartree_1s:.5f}; exact E_xc: {-5 / 16:.5f}")
print(f"Gaussian-basis LSDA atom: {e_uks:.5f} hartree")
print(f"Stretched H2, distance {DISTANCE} bohr (hartree):")
print(f"  restricted LDA total {e_pair_lda:.5f}, half {e_pair_lda / 2:.5f}")
print(f"  excess over two LSDA atoms {e_pair_lda - 2 * e_uks:.5f}")
print(f"  two-electron singlet in s basis {e_singlet:.5f}")
print("  its spin-up density / free-atom density at 0.5, 1, 2 bohr:",
      *[f"{v:.4f}" for v in spin_share])
print("ALL CHECKS PASSED")
```

Printed output:

```
Perdew-Wang parameters A, alpha1, beta1..beta4 (atomic units):
  unpolarized    0.0310907 0.2137 7.5957 3.5876 1.6382 0.49294
  polarized      0.01554535 0.20548 14.1189 6.1977 3.3662 0.62517
  spin stiffness 0.0168869 0.11125 10.357 3.6231 0.88026 0.49671
Grid spacings 0.02, 0.01 bohr; outer radius 30.0 bohr
Bare Coulomb check energy: -0.500000 hartree
Self-consistent energies (hartree): unpolarized LDA, LSDA
  kinetic                0.42486   0.46667
  electron-nucleus      -0.92082  -0.96565
  Hartree                0.28277   0.29839
  exchange              -0.19307  -0.25642
  correlation           -0.03941  -0.02170
  orbital eigenvalue    -0.23346  -0.26902
  total at h=0.02        -0.44562  -0.47866
  total at h=0.01        -0.44565  -0.47870
  total, extrapolated   -0.44567  -0.47871
  E_H + E_x + E_c        0.05029   0.02027
Totals in eV: -12.127, -13.026
Fractional-spin error: 0.03304 hartree = 0.899 eV
Self-interaction error of LSDA atom: 0.02129 hartree
Total error of unpolarized LDA: 0.05433 hartree
Spin polarization (f_up - f_dn) and energy (hartree):
  1.00  -0.47871
  0.75  -0.46387
  0.50  -0.45371
  0.25  -0.44766
  0.00  -0.44567
Frozen exact 1s density (hartree): half-and-half, polarized
  exchange     -0.21274  -0.26804
  correlation  -0.04139  -0.02218
  total        -0.44163  -0.47772
  exchange lowering by polarization: 0.05530
  correlation rise by polarization:  0.01921
  net difference of totals: 0.03609
  Hartree energy: 0.31250; exact E_xc: -0.31250
Gaussian-basis LSDA atom: -0.47871 hartree
Stretched H2, distance 20.0 bohr (hartree):
  restricted LDA total -0.89132, half -0.44566
  excess over two LSDA atoms 0.06609
  two-electron singlet in s basis -0.99999
  its spin-up density / free-atom density at 0.5, 1, 2 bohr: 0.5000 0.5000 0.5000
ALL CHECKS PASSED
```
